# Charge sloshing and the mixing limit in a wide electron slab

A lead telluride film 400 nm thick is doped with $2\times10^{18}$ donors per cm³ and held at 300 K between high barriers. Its electrons keep away from the walls, the uncovered donors bend the potential, and the bent potential changes the electron states. To find the final potential one guesses it, computes the density, solves the Poisson equation for a new potential, and repeats. Feeding each new potential straight back works for a film 50 nm thick. At 100 nm it fails, although the physics is the same and the potential is no harder to represent. The reason for the failure fixes how the loop must be built.

## The loop

Let $U(z)$ be the electron potential energy, uniform in the plane, with hard walls at $z=0$ and $z=L$. Electrons interact through their mean electrostatic field only (the Hartree approximation), and the donor density $N_D$ is uniform.

PbTe has four ellipsoidal valleys along the $\langle111\rangle$ axes. For a film with (100) faces each axis makes the same angle with $z$, with squared cosine $1/3$. The masses used are rough typical values, $m_l=0.35$ and $m_t=0.035$ free-electron masses. The $zz$ element of the inverse mass tensor is

$$\frac1{m_z}=\frac{1}{3m_l}+\frac{2}{3m_t}=0.95+19.05=20.0,\qquad m_z=0.050 .$$

Completing the square in $k_z$ removes the terms that couple $k_z$ to the in-plane wave vector; the shift of $k_z$ is only a phase factor in $\psi$. What remains in the plane is an inverse-mass matrix whose determinant is that of the full tensor divided by its $zz$ element, $m_z/(m_lm_t^2)$. The in-plane density-of-states mass is therefore $m_\parallel=\sqrt{m_lm_t^2/m_z}=0.093$.

Each subband, with edge $E_a$ and real wave function $\psi_a(z)$, has the constant density of states $g=2\cdot4\,m_\parallel/(2\pi\hbar^2)$ per area. Integrating the Fermi function $f$ upward from the edge gives its sheet density, and summing gives the volume density:

$$F(E_a)=g\,kT\ln\!\left(1+e^{(\mu-E_a)/kT}\right),\qquad n(z)=\sum_aF(E_a)\,\psi_a^2(z).$$

The chemical potential $\mu$ is reset at every iteration so that $\int n\,dz=N_DL$.

With $C=e^2/(\varepsilon_0\kappa)$ and permittivity $\kappa$, the Poisson equation for electron energy is $-U''=C(n-N_D)$. Its solution is

$$U=v(n-N_D),\qquad (v\rho)(z)=-\frac C2\int_0^L|z-z'|\,\rho(z')\,dz'.$$

For a neutral $\rho$ the slope of $v\rho$ at either face is $\pm(C/2)\int\rho\,dz'=0$, so there is no field outside. Call the potential produced in this way $G[U]$. The solution sought is $U_*=G[U_*]$. Linear mixing takes a fraction $\alpha$ of the proposed change:

$$U_{k+1}=U_k+\alpha\,(G[U_k]-U_k).$$

Direct feedback is $\alpha=1$.

## What happens to a small error

Put $U_k=U_*+w_k$. If $\chi_0$ gives the change of density caused by a small change of potential, then $G[U_*+w]=U_*+v\chi_0w$ to first order. Hence

$$w_{k+1}=w_k+\alpha(v\chi_0w_k-w_k)=(1-\alpha\epsilon)\,w_k,\qquad \epsilon=1-v\chi_0 .$$

The operator $\epsilon$ is the static dielectric matrix. The loop's behaviour depends on its eigenvalues, so $\chi_0$ is needed.

Write $w_{ab}=\int\psi_aw\psi_b\,dz$. Perturbation theory gives $\delta E_a=w_{aa}$ and $\delta\psi_a=\sum_{b\ne a}\psi_b\,w_{ab}/(E_a-E_b)$. The occupation changes by $F'(E_a)(w_{aa}-\delta\mu)$, since $F$ depends on $E_a-\mu$. Therefore

$$\delta n=\sum_{a\neq b}\frac{2F_a}{E_a-E_b}w_{ab}\psi_a\psi_b+\sum_aF'_a(w_{aa}-\delta\mu)\psi_a^2 .$$

In the first sum, averaging each term with the one in which $a$ and $b$ are exchanged replaces $2F_a$ by $F_a-F_b$. Define $K_{ab}=-(F_a-F_b)/(E_a-E_b)$ and $K_{aa}=-F'_a$. Both are positive because $F$ falls with energy. Then

$$\delta n=-\sum_{ab}K_{ab}\,(w-\delta\mu)_{ab}\,\psi_a\psi_b ,$$

with $\delta\mu$ fixed by $\int\delta n\,dz=0$. Since the total change vanishes, $w$ may be replaced by $w-\delta\mu$ in

$$-\int w\,\delta n\,dz=\sum_{ab}K_{ab}\,(w-\delta\mu)_{ab}^2\ \ge 0 .$$

So $A=-\chi_0$ is symmetric and non-negative, and $Aw=0$ only for a constant $w$. The Coulomb kernel is positive on neutral densities: with $W=v\rho$, so that $\rho=-W''/C$, and $W'=0$ at the faces, one integration by parts gives $\int\rho W\,dz=\int W'^2dz/C$.

Now let $\epsilon w=\lambda w$, which means $vAw=(\lambda-1)w$. Taking the inner product with $Aw$ gives

$$\lambda-1=\frac{\langle Aw|v|Aw\rangle}{\langle w|A|w\rangle}>0$$

unless $w$ is constant, in which case $\lambda=1$. Every eigenvalue is thus real and at least 1. On a grid the eigenvectors are also complete, because $vA$ is self-adjoint in the inner product $\langle w|A|w'\rangle$ once constants are set aside. Each component of the error is multiplied by its own factor $1-\alpha\lambda$ per step. All small errors die out if and only if $|1-\alpha\lambda|<1$ for every $\lambda$, that is,

$$0<\alpha<\frac{2}{\lambda_{\max}} .$$

## Why thickness matters

A slowly varying $w$ couples only subbands close in energy. For wave number $q$ the requirement is $q\hbar/\sqrt{2m_zkT}\ll1$ when the gas is not strongly degenerate. Then $K_{ab}\approx K_{aa}$, and completeness of the $\psi_b$ collapses the sum:

$$\delta n\approx-\sum_aK_{aa}\psi_a\sum_b(w-\delta\mu)_{ab}\psi_b=-D(z)\,(w-\delta\mu),\qquad D=\sum_a g f(E_a)\psi_a^2=\frac{\partial n}{\partial\mu}.$$

In a slab much wider than its wall layers, $D$ is nearly the bulk constant. Applying $-d^2/dz^2$ to $(\lambda-1)w=vAw$ gives

$$-(\lambda-1)\,w''=k_s^2\,(w-\delta\mu),\qquad k_s^2=CD .$$

With $w'=0$ at both faces the solutions, up to a constant, are $w=\cos(m\pi z/L)$ with $m=1,2,\dots$, and

$$\lambda_m=1+\left(\frac{k_sL}{m\pi}\right)^2 .$$

The largest eigenvalue belongs to $m=1$, a potential raised on one side of the slab and lowered on the other. The two powers of $L$ have separate origins. A potential difference between the halves moves a sheet charge proportional to $L$, because the whole thickness responds. That charge is displaced over a distance proportional to $L$, which multiplies the potential it makes by another $L$.

The law has conditions. It holds at fixed volume density and for a slab much wider than its wall layers. If the sheet density is fixed instead, $n\propto1/L$. A dilute gas has $D=n/kT$, so $\lambda_{\max}-1$ grows as $L$; a degenerate one has $D\propto n^{1/3}$, which gives $L^{5/3}$. The gas must also be compressible. In an insulator at low temperature a slow potential acts only across the gap, where its matrix elements are proportional to $q$. For an eigenvector, $vAw=(\lambda-1)w$ gives $\langle Aw|v|Aw\rangle=(\lambda-1)^2\int w'^2dz/C$, so the quotient found above becomes $\lambda-1=C\langle w|A|w\rangle/\int w'^2dz$. In the insulator $\langle w|A|w\rangle$ falls as $q^2$, just as $\int w'^2dz$ does, and $\lambda_{\max}$ stays finite as $L$ grows.

## Numbers for the film

Take $\kappa=400$, a rough room-temperature value. The bulk density of states is $8(2m_d/\hbar^2)^{3/2}\sqrt E/4\pi^2$ with $m_d=(m_lm_t^2)^{1/3}$. Integrating it numerically with the Fermi function gives the required density at $\mu=7.7$ meV, and $(kT/n)\,\partial n/\partial\mu=0.751$; a dilute gas would have 1. Hence

$$\frac1{k_s}=\sqrt{\frac{\varepsilon_0\kappa\,kT}{0.751\,e^2n}}=19.5\ \text{nm},\qquad \frac{\pi}{k_s}=61.3\ \text{nm}.$$

At 400 nm the formula gives $\lambda_{\max}=1+(400/61.3)^2=43.6$.

For comparison, the Schrödinger equation was solved in a sine basis on a grid of about 3.3 nm. The dielectric matrix was built from the full sum over $K_{ab}$ at the self-consistent potential and then diagonalized. From 50 to 400 nm a finer grid lowers $\lambda_{\max}$ by 0.002 to 0.003, enough to turn the 100 nm entries below into 3.49 and 0.573.

| $L$ (nm) | $\lambda_{\max}$, full | $\lambda_{\max}$, formula | $2/\lambda_{\max}$, full |
|---|---|---|---|
| 50 | 1.56 | 1.67 | 1.28 |
| 100 | 3.50 | 3.66 | 0.572 |
| 200 | 11.4 | 11.7 | 0.175 |
| 400 | 43.3 | 43.6 | 0.046 |
| 800 | 171.0 | 171.5 | 0.012 |

From 400 to 800 nm, $\lambda_{\max}-1$ grows as $L^{2.01}$. The formula overestimates $\lambda_{\max}-1$ throughout, by 19% of the full value at 50 nm and by 0.3% at 800 nm. Doubling 200 nm at fixed sheet density multiplies $\lambda_{\max}-1$ by 2.3, against 4.05 at fixed volume density. The value 2.3 lies between the dilute limit 2 and the degenerate limit $2^{5/3}=3.2$.

The opening puzzle is now settled. Direct feedback needs $\lambda_{\max}<2$, or roughly $L<\pi/k_s$. At 50 nm the worst error factor is $1-1.56=-0.56$; at 100 nm it is $1-3.50=-2.50$.

The limit is sharp. Setting $\alpha$ 2% below or above $2/\lambda_{\max}$ should give factors of size 0.96 and 1.04. Those are the factors found when the full nonlinear loop is started from $U_*$ plus a tilt of $10^{-6}$ eV, at each thickness from 50 to 400 nm.

## Sloshing

Now fix $\alpha=0.06$. A 200 nm film, started 1 meV from the solution, comes within $10^{-7}$ eV of it in about 100 steps, the exact count depending on the grid. For the 400 nm film the factor of the first mode is $1-0.06\times43.3=-1.60$. Start it with a tilt of 0.1 meV, higher on the right, and record the charge transferred from the left half to the right half. In units of $10^{10}$ electrons per cm², successive steps give

$$-5.8,\quad 9.6,\quad -15.1,\quad 24.4,\quad -38.9,\quad 62.2,\quad -99.5 .$$

Electrons first leave the raised side. The loop then overcorrects: each imbalance is opposite in sign to the one before and about 1.6 times as large. This is charge sloshing; it belongs to the iteration and is not a motion of real electrons in time. The growth stops when the response ceases to be linear: in steps 80 to 99 the transfer reaches $2.6\times10^{13}$ cm⁻², about two thirds of the $4\times10^{13}$ cm⁻² that each half should hold.

A symmetric start conceals the fault. From $U=0$ the loop preserves mirror symmetry except for rounding, and the even mode with the largest eigenvalue, $\lambda_2=11.5$, has the factor 0.31, so no even mode grows. At step 5 the transferred charge is only about 0.2 electrons per cm². Growth by 1.6 per step needs some 70 steps to bring this to the saturated size, and steps 130 to 149 do show a transfer of up to $2.6\times10^{13}$ cm⁻². The delay depends on rounding: arithmetic that keeps the mirror symmetry more closely can hide the fault for 150 steps or more. Direct feedback at 100 nm can likewise seem to converge from $U=0$, because there only the odd mode is unstable. A short run could be mistaken for a convergent one, so a small deliberate tilt belongs in any trial of $\alpha$.

## A smaller fraction, and its price

The first repair is to reduce $\alpha$. The eigenvalues run from 1 to $\lambda_{\max}$, so the slowest error factor is the larger of $|1-\alpha|$ and $|1-\alpha\lambda_{\max}|$. It is smallest when $1-\alpha=\alpha\lambda_{\max}-1$:

$$\alpha_{\rm best}=\frac{2}{\lambda_{\max}+1},\qquad r=1-\alpha_{\rm best}=\frac{\lambda_{\max}-1}{\lambda_{\max}+1}.$$

Reducing the error by a factor $R$ takes about $\ln R/\ln(1/r)$ steps, which tends to $\tfrac12\lambda_{\max}\ln R$ for large $\lambda_{\max}$. The cost therefore also grows as $L^2$. For $R=10^4$, from 1 meV to $10^{-7}$ eV, the estimates are 15.6, 52.5 and 199.5 steps at 100, 200 and 400 nm. The loop takes 16, 52 and 195.

## Correcting each wavelength by its own amount

One fraction cannot suit both the sloshing mode, which needs $\alpha\approx1/\lambda_{\max}$, and short waves, which need $\alpha\approx1$. But the local model already says how strongly each wave is amplified. Divide the residual $G[U]-U$ by that amount: with $q_m=m\pi/L$, multiply its $m$-th cosine component by

$$P_m=\frac1{\lambda_m}=\frac{q_m^2}{q_m^2+k_s^2},$$

and leave the constant part alone. The error now obeys $w_{k+1}=(1-\alpha P\epsilon)w_k$. If the local model were perfect, $P\epsilon$ would be 1 and a single full step would remove a small error. The scheme is then:

1. Compute $k_s$ from the bulk gas at the doping density.
2. Solve for the subbands in $U$, fix $\mu$ by neutrality, and form $n$.
3. Solve the Poisson equation for $G[U]$ and take the residual.
4. Multiply the residual by $P$, add it to $U$ with $\alpha=1$, and return to step 2 until the residual is small.

On the grid, $P$ was applied as the inverse of the matrix for the local dielectric operator. On the 3.3 nm grid the eigenvalues of $P\epsilon$ lie between 0.94 and 1.03 over all five thicknesses, and the reduction by $10^4$ takes 4 steps at 100, 200 and 400 nm alike. The lower eigenvalue and the step count are not converged with respect to the grid. As the grid is refined, this matrix inverse and the cosine form of $P$ tend to the same operator. On grids of 0.5 to 1 nm, with $P$ acting on the cosine components themselves, the eigenvalues lie between 0.87 and 1.03 from 50 to 400 nm. Each eigenvector component of a small error then shrinks about eightfold per step or faster, and the loop takes 5 steps at all three thicknesses. Correcting the long-wave response alone thus removes the dependence on thickness. The remedy relies on a nearly uniform, compressible gas; in a slab with wide empty regions it can still converge, but much more slowly than a correction built from a $D(z)$ that follows the density.

## The real film

The large permittivity of PbTe weakens sloshing: at the same $\partial n/\partial\mu$, a tenth of the permittivity would make $\lambda_{\max}-1$ ten times larger. Among the neglected effects that were estimated, the largest at 300 K is band nonparabolicity. Replacing $E$ by $E(1+E/E_g)$ in the band dispersion, with a rough gap $E_g=0.32$ eV, raises $k_s^2$ by 10% at the same density and lowers the 400 nm limit on $\alpha$ by about as much. Barriers of a rough 0.15 eV let the electrons penetrate $\hbar/\sqrt{2m_zV}=2.3$ nm at each face, which would raise $\lambda_{\max}$ by some 2% if the film were widened by that full depth; solving the 400 nm slab with such barriers gives only 0.7%. The peak field, 0.003 MV/cm, would need about 1000 nm to supply the gap energy, more than the film's thickness, so interband tunnelling is not a concern. Cooling matters more: at 4 K, with a rough permittivity of 1300 and unchanged masses, $k_s^2$ falls to 0.52 of its value and the limit on $\alpha$ nearly doubles. The masses of PbTe are in fact lighter when cold; with rough values of 0.24 and 0.024 the limit rises about 2.7 times. Both cold figures assume parabolic bands. At 4 K the gap is smaller, roughly 0.19 eV, and nonparabolicity raises $k_s^2$ by about 28% with the unchanged masses and 39% with the lighter ones; with it included at both temperatures the gains are about 1.6 and 2.2 times. Charged surfaces, donor disorder and errors that vary in the plane lie outside the model, and their effect on the limit was not estimated.
